# Reversal-Curve Densities by Local Quadratic Regression: Noise, Bias and the Reversible Ridge

## A film with no hysteresis

Take a linear dielectric, $P=\chi E$. Measure reversal curves: start at high positive field, descend to a reversal field $R$, then record $P(R,E)$ while $E$ rises from $R$. All curves lie on one line. Nothing depends on $R$, so a density proportional to $\partial^2P/\partial R\,\partial E$ must vanish.

The record has no points with $E<R$. To fill the square grid, suppose each curve is extended downwards by its first value, giving $\tilde P=\chi\max(R,E)$. With field step $h$, estimate the mixed derivative at $R=E=0$ from the four corners $(\pm h,\pm h)$:

$$\frac{\tilde P(h,h)-\tilde P(h,-h)-\tilde P(-h,h)+\tilde P(-h,-h)}{4h^2}
=\frac{\chi h(1-1-1-1)}{4h^2}=-\frac{\chi}{2h}.$$

The density defined below is minus half of this, $\chi/(4h)$. A film without a single switching unit shows a density that grows as the grid is refined. At $R=0$, $E=h$, the corner values are $2\chi h,\chi h,2\chi h,0$ in the same order. Their signed sum is $-\chi h$ and the density is $\chi/(8h)$. The other neighbour gives the same value, by symmetry. Multiplying the three values by $h$ and adding gives $\chi/2$, independent of $h$. The height is an artifact of resolution, but the area carries the reversible susceptibility.

## The density and its sign

Now add relays with polarization $\pm1$, which switch up at field $\alpha$ and down at $\beta<\alpha$. Let $\rho(\beta,\alpha)$ be their density, normalized to the switchable polarization $P_s$. After positive saturation, descent to $R$ switches down the relays with $\beta>R$. On ascent to $E$, those with $\alpha\le E$ switch back. Each relay still down costs twice its polarization, hence

$$P(R,E)=P_s-2\int_R^\infty d\beta\int_E^\infty d\alpha\,\rho(\beta,\alpha)+P_{\rm rev}(E).$$

This assumes rate-independent relays and a reversible part that does not depend on their state. Differentiation of the lower limit $E$ gives

$$\frac{\partial P}{\partial E}=2\int_R^\infty d\beta\,\rho(\beta,E)+\chi(E),\qquad \chi=\frac{dP_{\rm rev}}{dE}.$$

Differentiation of the lower limit $R$ supplies a minus sign:

$$\rho(R,E)=-\frac12\frac{\partial^2P}{\partial R\,\partial E}.$$

As $E$ approaches $R$ from above, the integral would need relays with $\beta>R=\alpha$, which are excluded. The initial slope of a reversal curve is therefore $\chi(R)$ in this model.

## Why four points are not enough

Let each reading have independent noise of standard deviation $\sigma$. Four readings combine to a noise $2\sigma$, so the four-corner density has standard deviation $2\sigma/(8h^2)=\sigma/(4h^2)$. For $\sigma=0.0499$ µC/cm² and $h=0.025$ MV/cm this is 20 µC/cm²/(MV/cm)². All densities below have this last unit. The softer peak of the example has a true height of 21.4, so the noise nearly equals the signal.

A larger window is needed. Let $a,b=-m,\ldots,m$ count steps in $R$ and $E$ from its centre, and fit

$$P\simeq c_0+c_1a+c_2b+c_3a^2+c_4b^2+c_5ab.$$

On a full square, $ab$ is orthogonal to the other five functions, since every such sum contains an odd power of $a$ or $b$. The normal equation for $c_5$ therefore stands alone. With

$$S=\sum_{b=-m}^m b^2=\frac{m(m+1)(2m+1)}3,$$

it gives $c_5=\sum abP/S^2$. As $c_5=h^2P_{RE}$ for a quadratic surface,

$$\hat\rho=-\frac{1}{2h^2S^2}\sum_{a,b}ab\,P_{ab}.$$

The sum of squared weights is $\sum a^2b^2=S^2$, so the noise is

$$s_m=\frac{\sigma S}{2h^2S^2}=\frac{\sigma}{2h^2S}.$$

For $m=4$, $S=60$ and $s_4=0.0499/(2\times0.025^2\times60)=0.665$.

A constant offset on one curve contributes $\sum_b b=0$. Full windows are thus immune to an integrator zero that changes from curve to curve, but not, in general, to drift along a curve.

Neighbouring estimates share data. One step apart along $E$, their correlation is $\sum_{b=-m}^{m-1}b(b+1)/S$. For $m=4$ this is $(44-4)/60=0.667$. A smooth blob a few pixels wide can therefore be noise.

## What smoothing does to a real peak

For any smooth $F$, pair the terms $b$ and $-b$:

$$\sum_{b=-m}^{m}bF(bh)=\sum_{b=1}^m b\int_{-bh}^{bh}F'(v)\,dv.$$

A point with $lh<|v|<(l+1)h$ is covered by the terms $b=l+1,\ldots,m$, whose sum is $[m(m+1)-l(l+1)]/2$. Applying this in both directions and dividing by $h^2S^2$ gives

$$\hat\rho(R,E)=\iint k(u)k(v)\rho(R+u,E+v)\,du\,dv,$$

$$k(v)=\frac{m(m+1)-l(l+1)}{2Sh},\qquad lh<|v|<(l+1)h,\quad 0\le l<m.$$

The regression is thus a positive weighted average. Choosing $F=v$ shows that $\int k\,dv=1$. Choosing $F=v^3/3$ gives the second moment:

$$\int v^2k\,dv=\frac{h^2}{3S}\sum_b b^4=\frac{h^2(3m^2+3m-1)}{15}.$$

The last step uses $\sum b^4=S(3m^2+3m-1)/5$. A Taylor expansion of $\rho$ has no surviving odd terms, so its leading bias is half the second moment times the curvature:

$$\hat\rho-\rho\simeq\frac{h^2(3m^2+3m-1)}{30}(\rho_{RR}+\rho_{EE}).$$

For large $m$, bias grows as $m^2$ while noise falls as $m^{-3}$. At fixed physical half-width $w=mh$, $S\simeq2m^3/3$ gives $s_m\simeq3\sigma h/(4w^3)$. Finer steps then help, provided that the noise per point stays independent and equally large.

## A synthetic measurement

The example has fields up to 3 MV/cm and 241 reversal fields. Two relay populations have Gaussian distributions of $\alpha$ and $\beta$, centred at $+C$ and $-C$:

- main: $P_s=18$ µC/cm², $C=1.20$ MV/cm, width 0.30 MV/cm;
- soft: $P_s=3$ µC/cm², $C=0.50$ MV/cm, width 0.15 MV/cm.

Their tails with $\alpha<\beta$ are negligible here. The reversible relative permittivity is $\varepsilon_r=25+10\,{\rm sech}^2(E/1\ {\rm MV/cm})$. Here $P$ stands for the measured charge per area, which includes the vacuum term $\varepsilon_0E$, so $\chi=\varepsilon_0\varepsilon_r$.

Two repeats have white noise 0.070 µC/cm² and independent curve offsets of 0.100 µC/cm². Their difference removes the signal. Within a curve its variance is $2\sigma_1^2$; the mean over $n$ points has variance $2\tau^2+2\sigma_1^2/n$. This recovers $\sigma_1=0.0705$ and $\tau=0.106$ µC/cm². Averaging the repeats gives $\sigma=0.0705/\sqrt2=0.0499$ µC/cm².

At the soft peak, the soft population alone has density $3/(2\pi\times0.15^2)=21.22$ and curvature $\rho_{RR}+\rho_{EE}=-2(21.22)/0.15^2=-1886$ in density units per (MV/cm)². The tail of the main population changes this curvature by less than 1%. The predicted bias for $m=4$ is $0.025^2(59/30)(-1886)=-2.3$. The noiseless regression gives 19.24, a bias of $-2.1$; the small difference comes from higher derivatives. Combining bias and noise in quadrature, the best windows are $m=3$ at the soft peak (error 1.9) and $m=4$ at the main peak (error 1.1). This choice uses the known density, which a measurement does not supply.

Without that knowledge, two windows can still remove the leading bias, provided that the peak is broad enough for the higher terms to stay small. The leading biases for $m=4$ and $m=6$ have the ratio $59:125$, so

$$\hat\rho_*=\frac{125\hat\rho_4-59\hat\rho_6}{66}$$

cancels them. The estimates are correlated: summing products of their weights over the smaller window gives a covariance $s_6^2$. Therefore

$$s_*^2=\left(\frac{125}{66}\right)^2s_4^2+
\left[\left(\frac{59}{66}\right)^2-\frac{2(125)(59)}{66^2}\right]s_6^2.$$

With $s_4=0.665$ and $s_6=0.219$, $s_*=1.21$. The observed values 19.61 and 17.23 extrapolate to $21.7\pm1.2$. Without noise the result would be 21.0, so a small bias remains against the true 21.4.

## The ridge made by extension

For general data, extension means $\tilde P(R,E)=P(R,R)$ when $E<R$. With the step function $\theta$, its slope is $\theta(E-R)P_E$. Differentiation with respect to $R$ acts on both factors:

$$\frac{\partial^2\tilde P}{\partial R\,\partial E}
=-\delta(E-R)P_E+\theta(E-R)P_{RE}.$$

Multiplication by $-1/2$ and use of the initial slope give

$$\tilde\rho=\theta(E-R)\rho+\tfrac12\chi(R)\delta(E-R).$$

The regression averages this generalized density, so its ridge is

$$\hat\rho_{\rm ridge}(R,E)=\frac12\int\chi(s)k(s-R)k(s-E)\,ds.$$

It vanishes for $|E-R|\ge2mh$, where the kernels no longer overlap. For large $m$, $k\simeq3(1-v^2/w^2)/(4w)$ and $\int k^2dv=3/(5w)$. If $\chi$ is nearly constant, the height is then

$$\hat\rho_{\rm ridge}(R,R)\simeq\frac{3\chi}{10mh}.$$

The discrete kernel matters for small windows. At $R=0.5$ MV/cm, a permittivity of 32.86 means $\chi=2.91$ µC/cm² per MV/cm. For $m=4$ the kernel numerators are 20, 18, 14 and 8 on each side, so

$$\int k^2dv=\frac{2(20^2+18^2+14^2+8^2)}{4S^2h}=5.47\ ({\rm MV/cm})^{-1}.$$

Half the product of $\chi$ and this integral, taken before rounding, is 7.95, against 8.73 from the large-window formula. The noisy data give $8.00\pm0.61$.

This uncertainty needs its own weights. On a row $a$, every extended point with $b<a$ repeats the noise of the first measured point. Its weights must first be added to that point's weight, and only then squared. Treating copies as independent data would misstate the error.

From $m=3$ to $m=8$, the expected ridge height falls from 10.39 to 4.13, while the soft peak falls from 20.06 to 15.05. A falling height alone therefore does not identify a ridge. Its integral is more informative. For fixed $s$, the grid values of $E$ sample each kernel cell once, so $h\sum_Ek(s-E)=1$. Thus

$$2h\sum_E\hat\rho_{\rm ridge}(R,E)=\int\chi(s)k(s-R)\,ds,$$

a local average of $\chi$, provided that no irreversible density contributes to the strip. At 0.5 MV/cm the recovered permittivity is $29.1\pm3.1$ for $m=4$ and $30.8\pm1.2$ for $m=8$. Both lie below 32.86, by 1.2 and 1.7 standard deviations. They share data, so they are not independent signs of a discrepancy.

The same smearing creates false low-coercivity density. At $R=0.5$, $E=0.7$ MV/cm the true density is below $10^{-6}$. The noiseless extended fit gives zero for $m=4$, whose ridge ends at this gap, but 1.56 for $m=8$. With the larger window the noise at this point, copied readings included, is only about 0.15, so the artifact would look well resolved. In an extended map, a signal at $E-R<2mh$ cannot be assigned to relays without another test.

## Fitting only what was measured

The other test leaves out the invented points. On the diagonal, the window becomes the triangle $b\ge a$. Here $ab$ is no longer orthogonal to the other functions, and it must be shown that $P_{\rm rev}(E)$ does not leak into $c_5$.

Set $s=m-b$, $t=a+m$ and $r=2m-s$. At fixed $s$, $t$ runs from 0 to $r$, with

$$\sum_t1=r+1,\quad \sum_tt=\frac{r(r+1)}2,\quad
\sum_tt^2=\frac{r(r+1)(2r+1)}6.$$

Each is $(r+1)$ times a polynomial in $s$, of degree 0, 1 and 2. Fit the function of $E$ by a quadratic $q(s)$, using weights $r+1$. Its residual is orthogonal, with those weights, to $1,s,s^2$. By the three sums it is then orthogonal over the triangle to $1,s,t,s^2,st,t^2$. So $q(s)$ is the full two-dimensional fit, and it has no $st$ term. The reversible contribution on the diagonal is zero for any $P_{\rm rev}(E)$. Reflection $(a,b)\to(-b,-a)$ gives the same result for functions of $R$, including curve offsets.

Between the triangle and the full square this proof does not apply. For the example with $m=8$ near 0.5 MV/cm, the largest leakage is $2.2\times10^{-4}$, and at other reversal fields it stays below $2\times10^{-3}$, far below the noise. Curve offsets do not cancel in these partial windows: at $E-R=8h$ they add a standard deviation of about 0.085 beside a white-noise part of 0.14.

A genuine density behaves differently. Let $\rho=\rho_0$ for relays with $\beta<\alpha<A$. Apart from a constant,

$$P=-2\rho_0\int_E^A(\alpha-R)\,d\alpha
=-\rho_0(A^2-E^2)+2\rho_0R(A-E).$$

This is quadratic, so the domain-only fit returns $\rho_0$. Its initial slope $2\rho_0(E-R)$ vanishes at $E=R$, so extension adds no ridge. Half of the symmetric averaging kernel lies where $E>R$, and the extended fit returns $\rho_0/2$. With $\rho_0=5$ the two fits give 5.00 and 2.50.

At $R=E=0.5$ MV/cm and $m=8$, the extended fit gives $3.99\pm0.11$. A locally uniform genuine density would then require a domain-only value of $7.98\pm0.22$. The observed value is $0.08\pm0.41$. Even if the uncertainties are added linearly, the difference is more than 12 times their sum. A locally uniform density is therefore excluded as the source of the whole signal, and a reversible ridge explains both values. A small uniform density beside the ridge, below about 1, remains possible within the noise. The exclusion does not extend to very narrow genuine loops. If loops half a field step wide, spread evenly along the diagonal, carried the whole ridge, the domain-only value would be about 0.5, only one standard deviation from the observed one. The signal is therefore shown to be mainly reversible, and only down to about this resolution. Smaller windows decide less: $m=3$ gives $3.9\pm5.5$, and $m=6$ gives $1.9\pm0.9$, about two standard deviations from zero.

The price is displacement when the density slopes. For $m=1$, the six points satisfy $a^2b=-ab+a+a^2$ and $ab^2=ab+b-b^2$. The cubic terms of $P$ therefore change the estimate to

$$\hat\rho\simeq\rho+\frac h2(\rho_E-\rho_R),$$

which is the density half a step away in each field, farther from the diagonal. Numerical solution for $m=1$ to 8 gives a displacement $(6m+1)h/14$, or 0.0875 MV/cm for $m=8$. Density varying over that distance needs smaller windows and less noise. Relays whose two thresholds both lie between neighbouring grid fields cannot be separated at all: their recorded state depends on $E$ alone.

## What a real film changes

The parameters are in the rough regime of a 10 nm ferroelectric hafnium-zirconium oxide film, but they are not a fit to one. The field step means 25 mV, and 241 curves are a dense measurement. Cycling can change such films during acquisition, an effect not sized here.

An assumed 0.3 nm dead layer of permittivity 30 would shift the field by up to 0.32 MV/cm, or 13 grid steps, if no charge crossed it. The field inside the layer would then be about 10.7 MV/cm, far above the breakdown field assumed below, so charge injection would probably reduce the shift. What remains shears the map by an amount depending on polarization. Thermally activated creep, for an assumed activation volume of 10 nm³ at 300 K, shifts switching by 0.023 MV/cm per decade of time. On the steepest part of the loop this is 1.1 µC/cm², well above the white noise. Continued downward switching after reversal would lower the initial slope and hence the apparent reversible permittivity.

A voltage jitter of 1 mV gives up to 0.05 µC/cm², as large as the averaged white noise but concentrated on steep curves. If permittivity changes by 3 between polarization states, it adds a density of order 0.18, although no extra relay switches. This density is concentrated near $R=-1.2$ MV/cm and extends to the diagonal there, where it is about 0.15. Its sign depends on how the change enters. Let $f$ be the fraction of the polarization switched down. If the added charge is $\varepsilon_0\Delta\varepsilon\,fE$, the density runs from about $+0.15$ to $-0.19$; if only the slope $\partial P/\partial E$ gains $\varepsilon_0\Delta\varepsilon\,f$, it has one sign. It exceeds the full-window $m=8$ noise of 0.098, though not the domain-only noise of 0.41 on the diagonal, and neither fit removes it. For a 1 ms sweep, an assumed barrier of 2.0 eV with tunnelling mass $0.2m_e$ gives a tunnelling charge of at most about 0.01 µC/cm², taking the peak field for the whole sweep. This bound is exponentially sensitive to the inputs: it becomes about 0.8 µC/cm² for a barrier of 1.8 eV and about 100 µC/cm² for a mass of $0.1m_e$. Leakage must therefore be measured, not assumed small; conduction through traps is left out. The peak field is 0.75 of an assumed breakdown field of 4 MV/cm, which is a modest margin. The error bars above therefore describe reading noise within the relay model, not the full uncertainty of a device. The remaining values are in the numerical output.

## Table of computed values

```
Example: rough regime of a 10 nm ferroelectric Hf-Zr oxide film
Field limit 3.0 MV/cm; step 0.025 MV/cm; curves 241 (count)
Main: amplitude 18.0 uC/cm2; center 1.20 MV/cm; width 0.30 MV/cm
Soft: amplitude 3.0 uC/cm2; center 0.50 MV/cm; width 0.15 MV/cm
Relative permittivity: background 25, tunable 10 (dimensionless)
Permittivity tuning field 1.0 MV/cm
Input noise per repeat: white 0.070, offset 0.100 uC/cm2
Recovered noise: white 0.0705, offset 0.1060 uC/cm2
White noise after averaging two repeats 0.0499 uC/cm2
Normalized map error, m=4: rms 0.985 (dimensionless)
Neighbour correlation along E, m=4: 0.667 (dimensionless)
All densities below are in uC/cm2/(MV/cm)^2
True peak densities: main 31.83, soft 21.36
Best m: main 4, soft 3 (grid steps)
Best rms errors: main 1.08, soft 1.93
m=3: interior noise 1.424; soft mean 20.06, observed 22.59
  ridge expected 10.39, observed 9.14 +/- 1.22
  domain-only diagonal 3.88 +/- 5.50; false density at gap 0.2 MV/cm 0.000
  recovered permittivity 28.2 +/- 4.6 (dimensionless)
m=4: interior noise 0.665; soft mean 19.24, observed 19.61
  ridge expected 7.95, observed 8.00 +/- 0.61
  domain-only diagonal 4.96 +/- 2.62; false density at gap 0.2 MV/cm 0.000
  recovered permittivity 29.1 +/- 3.1 (dimensionless)
m=6: interior noise 0.219; soft mean 17.25, observed 17.23
  ridge expected 5.43, observed 5.43 +/- 0.22
  domain-only diagonal 1.90 +/- 0.89; false density at gap 0.2 MV/cm 0.937
  recovered permittivity 30.1 +/- 1.7 (dimensionless)
m=8: interior noise 0.098; soft mean 15.05, observed 14.92
  ridge expected 4.13, observed 3.99 +/- 0.11
  domain-only diagonal 0.08 +/- 0.41; false density at gap 0.2 MV/cm 1.562
  recovered permittivity 30.8 +/- 1.2 (dimensionless)
True density at that 0.2 MV/cm gap 8.5e-07
True permittivity at 0.5 MV/cm 32.86 (dimensionless)
Soft peak extrapolated from m=4,6: 21.75 +/- 1.21; noiseless 21.02
Uniform-density check: true 5.00, domain 5.00, extended 2.50
Largest domain-only reversible leakage, m=8: 2.2e-04
Neglected effects: rough inputs and order-of-magnitude results
Dead layer 0.3 nm, permittivity 30 (dimensionless): field shift 0.322 MV/cm
Creep at 300 K, volume 10 nm3: 0.023 MV/cm per time decade
Corresponding maximum creep polarization 1.14 uC/cm2
Voltage jitter 1 mV: maximum polarization error 0.050 uC/cm2
Sweep 1 ms, square side 50 um, 50 ohm: series field 3.8e-04 MV/cm
Tunnelling barrier 2.0 eV, mass 0.2 m_e: charge bound 1.1e-02 uC/cm2
Rough breakdown field 4.0 MV/cm; peak-field fraction 0.75 (dimensionless)
State permittivity change 3 (dimensionless): density scale 0.177 uC/cm2/(MV/cm)^2
```
